# Mini-Brillouin-zone averaging of the screened interaction for two-dimensional excitons, part 1

(Sections cited here and not found follow in the second part.)

When an electron and a hole in a free-standing layer are far apart compared with the screening length of the layer, their field lines run mostly in the vacuum outside it. At such separations the attraction is unscreened, and in momentum space it diverges as \(1/q\). A Bethe-Salpeter calculation on a uniform mesh needs this interaction at every difference \(\mathbf q=\mathbf k-\mathbf k'\), including \(\mathbf q=0\) on the diagonal. The divergent term therefore requires a choice: omit it, replace it by an average over the mesh cell around the origin (the mini Brillouin zone), or average in every cell. In the model treated here, on a square mesh and in the limit of small mesh spacing, averaging the central cell with the \(q\)-dependent dielectric function cuts the mesh error of the binding energy about tenfold and leaves it of first order in the mesh spacing. Averaging all cells makes it second order.

## Model and the four choices

Hartree atomic units are used. A layer of zero thickness with in-plane polarizability \(\alpha\) responds to a potential \(\phi\) with polarization \(\mathbf P=-\alpha\nabla\phi\), hence with sheet charge \(\sigma_{\rm ind}=-\nabla\cdot\mathbf P=\alpha\nabla^2\phi\), or \(-\alpha q^2\phi\) in Fourier space. A sheet charge \(\sigma\) produces the in-plane potential \(2\pi\sigma/q\), so \(\phi=(2\pi/q)(\sigma_{\rm ext}-\alpha q^2\phi)\). Solving for \(\phi\) gives the magnitude of the attraction, the Keldysh form
\[ w(q)=\frac{2\pi}{q\,\epsilon(q)},\qquad \epsilon(q)=1+r_0q,\qquad r_0=2\pi\alpha . \]
For a real layer this is the small-\(q\) form, valid while \(q\) times the thickness is small. Here it is used at all \(q\) and defines the model.

The real-space form is \(V(r)=\int d^2q\,(2\pi)^{-2}w\,e^{i\mathbf q\cdot\mathbf r}=\int_0^\infty dq\,J_0(qr)/(1+r_0q)\). Inserting \(1/(1+r_0q)=\int_0^\infty e^{-t}e^{-tr_0q}dt\) and \(\int_0^\infty J_0(qr)e^{-sq}dq=(r^2+s^2)^{-1/2}\) gives
\[ V(r)=\int_0^\infty\!\frac{e^{-t}\,dt}{\sqrt{r^2+r_0^2t^2}}=\frac{\pi}{2r_0}\Big[H_0\Big(\frac r{r_0}\Big)-Y_0\Big(\frac r{r_0}\Big)\Big]. \]
The second form is the integral representation of the Struve and Neumann functions and was tested against the first. For \(r\gg r_0\) the root is \(r\) and \(V\to1/r\).

The exciton is described by the Wannier form of the Tamm-Dancoff equation: two parabolic bands with reduced mass \(\mu\), unit Bloch overlaps, no exchange term, energies counted from the gap. An \(N\times N\) mesh on a square lattice of constant \(a\) has spacing \(h=2\pi/L\) with \(L=Na\), and the normalization \(1/(N^2a^2)\) equals \(h^2/(2\pi)^2\):
\[ H_{\mathbf k\mathbf k'}=\frac{k^2}{2\mu}\delta_{\mathbf k\mathbf k'}-\frac{h^2}{(2\pi)^2}\,\tilde w_{\mathbf n},\qquad \mathbf k-\mathbf k'=h\mathbf n . \]
The binding energy \(E_b\) is minus the lowest eigenvalue. The constant \(a\) serves to fix \(h\); the bands continue to a numerical cutoff \(K\). The error \(\delta E_b\) is the mesh value minus the continuum value of the same model. The four choices are: *drop*, \(\tilde w_0=0\); *bare*, \(\tilde w_0\) is the cell mean of \(2\pi/q\), on the argument that \(\epsilon(0)=1\); *avg*, \(\tilde w_0\) is the cell mean of \(w\); *all*, every \(\tilde w_{\mathbf n}\) is the mean of \(w\) over its cell. In the first three, \(\tilde w_{\mathbf n}=w(h|\mathbf n|)\) for \(\mathbf n\ne0\).

## The central cell

In polar coordinates the measure \(q\,dq\,d\theta\) cancels the \(1/q\). The square splits into eight equal triangles with boundary \(\rho(\theta)=h/(2\cos\theta)\), \(0\le\theta\le\pi/4\), and the radial integral is \(\int_0^\rho dq/(1+r_0q)=\ln(1+r_0\rho)/r_0\):
\[ I_0\equiv h^2\bar w_0=2\pi\,\frac{8}{r_0}\int_0^{\pi/4}\!\ln\Big(1+\frac{r_0h}{2\cos\theta}\Big)d\theta . \]
The integrand is smooth, so one Gauss-Legendre rule suffices at any \(r_0h\). For the series, expand \(w/2\pi=q^{-1}-r_0+r_0^2q-r_0^3q^2+\dots\) and integrate each power over the cell. The first gives \(8\int\rho\,d\theta=4h\int_0^{\pi/4}\sec\theta\,d\theta=4h\ln(1+\sqrt2)\equiv Ch\). The second gives the area \(h^2\). The third gives \(8\int\rho^3/3\,d\theta=(h^3/3)\int_0^{\pi/4}\sec^3\theta\,d\theta=h^3[\sqrt2+\ln(1+\sqrt2)]/6\equiv c_1h^3\). The fourth gives \(\int(q_x^2+q_y^2)=2h^4/12\). Thus
\[ I_0=2\pi\Big[Ch-r_0h^2+c_1r_0^2h^3-\tfrac16r_0^3h^4+\dots\Big], \]
with \(C=3.525494\) and \(c_1=0.382598\). The series converges for \(r_0h/\sqrt2<1\), because \(h/\sqrt2\) is the largest \(q\) in the cell. The polar formula, \(C\) and \(c_1\) were tested against Cartesian quadrature on nested square rings. Replacing the square by a disc of equal area, \(\rho=h/\sqrt\pi\), gives \(I_0\approx(2\pi)^2\ln(1+r_0h/\sqrt\pi)/r_0\), whose leading coefficient is \(2\sqrt\pi=3.544908\) in place of \(C\).

The element \(\tilde w_0\) stands on the diagonal of \(H\) and is the same for every \(\mathbf k\), so it adds a multiple of the identity. In this model *drop*, *bare* and *avg* have the same eigenvectors and level spacings, and
\[ E_b^{\rm avg}=E_b^{\rm drop}+\frac{I_0}{(2\pi)^2},\qquad E_b^{\rm bare}=E_b^{\rm drop}+\frac{Ch}{2\pi}. \]
No choice of \(\tilde w_0\) repairs a wavefunction that the mesh resolves badly.

## The mesh error to first order

Let \(\psi(\mathbf r)=\int d^2k\,(2\pi)^{-2}A(\mathbf k)e^{i\mathbf k\cdot\mathbf r}\) be the normalized continuum ground state, real and isotropic, with form factor \(F(q)=\int\psi^2e^{i\mathbf q\cdot\mathbf r}d^2r\). Its energy satisfies \(E_b=\int d^2q\,(2\pi)^{-2}wF-\langle T\rangle\). Take the samples \(A(\mathbf k)\) as trial vector on the mesh. Poisson summation states that \(h^2(2\pi)^{-2}\sum_{\mathbf k}g(\mathbf k)=\sum_{\mathbf R}\hat g(\mathbf R)\), where \(\hat g\) is the inverse transform and \(\mathbf R=L\mathbf m\) runs over the supercell lattice. For \(g=A(\mathbf k)A(\mathbf k-\mathbf q)\) the convolution theorem gives \(\hat g(\mathbf R)=\int\psi(\mathbf R-\mathbf r)\psi(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^2r\). The term \(\mathbf R=0\) is \(F(q)\). The others are overlaps of \(\psi\) with its images and fall as \(e^{-\kappa L}\) times powers of \(L\), with \(\kappa=\sqrt{2\mu E_b}\). The same argument applies to the norm and to \(\langle T\rangle\). Without image overlaps the kinetic energies cancel in the difference, and
\[ \delta E_b^{(1)}=\frac1{(2\pi)^2}\Big[\sum_{\mathbf n}h^2\tilde w_{\mathbf n}F(h|\mathbf n|)-\int wF\,d^2q\Big]. \]
The mesh error is the error of a quadrature of \(wF\). The relaxation of the trial vector, which can only raise \(E_b\) by the variational principle, is of second order in the non-constant part of the change in potential.

## Punctured sums and the lattice zeta function

Let \(\Phi(q)=wF/2\pi=\sum_{m\ge-1}a_mq^m\) at small \(q\), and let \(M(z)=\int_0^\infty q^{z-1}\Phi\,dq\) be its Mellin transform, with inverse \(\Phi(q)=\int dz\,(2\pi i)^{-1}M(z)q^{-z}\) along a vertical line. On a line just to the right of \({\rm Re}\,z=2\) the lattice sum converges inside the integral:
\[ {\sum_{\mathbf n}}'h^2\Phi(h|\mathbf n|)=\int\frac{dz}{2\pi i}\,M(z)\,h^{2-z}Z(z/2),\qquad Z(s)={\sum_{\mathbf n}}'|\mathbf n|^{-2s}, \]
where the prime omits \(\mathbf n=0\). To move the line to the left, \(Z\) must be continued. Write \(\pi^{-s}\Gamma(s)|\mathbf n|^{-2s}=\int_0^\infty t^{s-1}e^{-\pi tn^2}dt\), define \(\Theta(t)=\sum_{\mathbf n}e^{-\pi tn^2}\), and use \(\Theta(t)=\Theta(1/t)/t\), which is Poisson summation of a Gaussian. On \(0<t<1\), \(\Theta(t)-1=[\Theta(1/t)-1]/t+1/t-1\). The last two terms integrate to \(1/(s-1)-1/s\), and \(t\to1/t\) maps the first onto \(t>1\):
\[ \pi^{-s}\Gamma(s)Z(s)=\frac1{s-1}-\frac1s+\int_1^\infty(t^{s-1}+t^{-s})\,[\Theta(t)-1]\,dt . \]
The integral converges for every \(s\). Near \(s=1\), \(Z\simeq\pi/(s-1)\). Near \(s=0\), \(\Gamma\simeq1/s\) gives \(Z(0)=-1\). At \(s=-1,-2,\dots\) the left side has a pole of \(\Gamma\) and the right side is finite, so \(Z=0\).

Two kinds of poles are crossed. At \(z=2\), \(Z(z/2)\simeq2\pi/(z-2)\) gives \(2\pi M(2)=\int\Phi\,d^2q\), the wanted integral. At \(z=-m\), \(M\) has residue \(a_m\), because \(\int_0^1q^{z-1+m}dq=1/(z+m)\). Hence
\[ {\sum_{\mathbf n}}'h^2\Phi-\int\Phi\,d^2q\simeq\sum_{m\ge-1}a_m\,Z(-m/2)\,h^{m+2}. \]
The values needed are \(Z(\tfrac12)=-3.900265\), \(Z(-\tfrac12)=-0.228824\) and \(Z(-\tfrac32)=0.029394\). They were evaluated from the closed form \(4\zeta(s)\beta(s)\), with \(\beta\) the Dirichlet beta function, and they enter the tests against explicit lattice sums below. The right side of the continuation formula is symmetric under \(s\to1-s\), so \(Z(-m/2)=\pi^{-m-1}\Gamma(1+\tfrac m2)Z(1+\tfrac m2)/\Gamma(-\tfrac m2)\). For odd \(m\) the reflection formula gives \(|1/\Gamma(-\tfrac m2)|=\Gamma(1+\tfrac m2)/\pi\), the coefficients grow factorially, and with \(a_m\sim r_0^{m+1}\) the series is asymptotic in \(r_0h\).

## Dropping, and averaging one cell

Isotropy gives \(F=1-\langle r^2\rangle q^2/4+O(q^4)\), since \(\langle(\mathbf q\cdot\mathbf r)^2\rangle/2=q^2\langle r^2\rangle/4\). Multiplying by the expansion of \(w/2\pi\) gives \(a_{-1}=1\), \(a_0=-r_0\), \(a_1=r_0^2-\langle r^2\rangle/4\), and \(a_2\) meets \(Z(-1)=0\). With \(\delta E_b=(2\pi)^{-1}[\sum'h^2\Phi-\int\Phi]\) and \(a_0Z(0)=+r_0\),
\[ \delta E_b^{\rm drop}=\frac1{2\pi}\Big[Z(\tfrac12)h+r_0h^2+\Big(r_0^2-\frac{\langle r^2\rangle}4\Big)Z(-\tfrac12)h^3\Big]+O(h^5). \]
The leading term is \(Z(\tfrac12)/L\), independent of \(r_0\), \(\mu\) and the state. It is a Madelung energy: the mesh repeats the attraction centre with period \(L\), and removing \(\mathbf q=0\) adds a compensating background. The position-dependent part of the change in potential is the term in \(r^2h^3\), so relaxation enters at \(h^6\).

Adding \(I_0/(2\pi)^2\), with \(F(0)=1\), cancels the \(h^2\) terms:
\[ \delta E_b^{\rm avg}=\frac1{2\pi}\Big[(Z(\tfrac12)+C)h+\Big(r_0^2(Z(-\tfrac12)+c_1)-\frac{\langle r^2\rangle}4Z(-\tfrac12)\Big)h^3-\frac{r_0^3h^4}6\Big]+O(h^5). \]
The linear coefficient is \(-3.900265+3.525494=-0.374771\). It does not vanish, because the neighbouring cells still sample a strongly curved \(1/q\) at their centres, and by scaling each of them makes an error proportional to \(h\). The gain for \(h\to0\) is \(3.900265/0.374771=10.41\) in energy, and its square in the number of k points at fixed error.

Adding only \(Ch/2\pi\) gives
\[ \delta E_b^{\rm bare}=\frac1{2\pi}\Big[(Z(\tfrac12)+C)h+r_0h^2+O(h^3)\Big]. \]
The two terms have opposite signs and cancel near \(r_0h\approx0.37\) in this truncation. A nearly vanishing *bare* error there is an accident of the mesh. For \(0<r_0h<0.75\) the sum of the two terms is smaller in size than the linear term alone, which is also the leading term of *avg*. On fine meshes *bare* can therefore have the smaller error, through partial cancellation and not through a better kernel.

Both series were tested against explicit lattice sums for a Gaussian density with \(\langle r^2\rangle=400\) bohr², \(r_0=60\) bohr and \(h=0.002\) bohr⁻¹. For *drop* the sum is \(-1.2043135\times10^{-3}\) Ha and the series \(-1.2043154\times10^{-3}\) Ha; the remainder \(1.872\times10^{-9}\) Ha matches the term \(a_3Z(-\tfrac32)h^5/2\pi=1.887\times10^{-9}\) Ha. For *avg* the values are \(-1.1864411\times10^{-4}\) and \(-1.1865087\times10^{-4}\) Ha.

The opposite limit is \(r_0h\gg1\). On all mesh points \(w\approx2\pi/(r_0q^2)\), so \(h^2w(h|\mathbf n|)=2\pi/(r_0n^2)\) does not depend on \(h\), and neither do the cell integrals for \(\mathbf n\neq0\). For an exciton small enough that \(F\approx1\) over the first shells, which requires \(h^2\langle r^2\rangle\ll1\), the *avg* error tends to the constant \((2\pi r_0)^{-1}{\sum_{\mathbf n}}'\big[n^{-2}-\int_{\rm cell}u^{-2}d^2u\big]\approx-0.17/r_0\), where each integral runs over the unit square centred at \(\mathbf n\). The *drop* error contains in addition \(-I_0/(2\pi)^2\), which varies as \(-\ln(r_0h)/r_0\). The *bare* shift \(Ch/2\pi\) keeps growing linearly and overbinds. On such meshes a weak dependence on \(N\) is no sign of convergence.

Averaging \(w\) over the central cell cuts the error of *drop* about tenfold as \(h\to0\) and removes its \(h^2\) term, but the error stays linear in \(h\). What remains is to average all cells, and to compare the four choices in a worked example.
